Mobility anisotropy of an elliptical two-dimensional band with point scatterers, part 1

(Sections cited here and not found follow in the second part.)

## First half: Boltzmann transport on an elliptical contour

Electrons of charge −e, with e > 0, move in a plane of area A. Near the band minimum their energy is

E(k) = ħ²kx²/(2mx) + ħ²ky²/(2my),

where mx and my are positive and x, y are the principal axes of the ellipse. The electrons meet fixed impurities whose range is far shorter than the electron wavelength. The problem asks how the mobility depends on direction, how far the answer can be trusted, and what it gives for a germanium quantum well.

Several assumptions hold throughout. The impurities are dilute and placed independently of each other. They do not flip spin. There is no magnetic field and no spin-orbit coupling, and the Bloch functions near the minimum do not add a momentum dependence to the scattering. The applied field is uniform, constant and weak, so that the current is linear in it. The number g counts the spin and valley copies of the band. Until germanium is treated, each copy scatters within itself.

### (a) States and velocities on an energy contour

**Question.** Find the density of states per copy of the band. Find also the averages of vx, vx² and vxvy over the states of energy E.

**Solution.** Points on the contour of energy E are labelled by an angle θ:

kx = Kx cos θ, Kx = √(2mxE)/ħ,

ky = Ky sin θ, Ky = √(2myE)/ħ.

Inserting these in E(k) gives E(cos²θ + sin²θ) = E, as required. The angle θ is a parameter. It differs from the polar angle of k when the masses differ.

To change variables from (kx, ky) to (E, θ) we need the Jacobian. Since Kx and Ky grow as √E,

∂kx/∂E = kx/(2E), ∂ky/∂E = ky/(2E),

∂kx/∂θ = −Kx sin θ, ∂ky/∂θ = Ky cos θ.

The determinant is

(∂kx/∂E)(∂ky/∂θ) − (∂ky/∂E)(∂kx/∂θ)
= KxKy(cos²θ + sin²θ)/(2E)
= KxKy/(2E) = md/ħ²,

with the density-of-states mass md = √(mxmy). It depends on neither E nor θ. Hence, for any function h,

∫d²k/(2π)² h = N0 ∫₀^∞ dE ⟨h⟩,

N0 = md/(2πħ²), ⟨h⟩ = ∫₀^{2π} (dθ/2π) h.

N0 is the density of states per area and per copy, and ⟨h⟩ is the average over states at fixed energy. These states are spread evenly in θ.

The velocity is the gradient of E(k) divided by ħ:

vx = ħkx/mx = √(2E/mx) cos θ,

vy = ħky/my = √(2E/my) sin θ.

The averages of cos θ, sin θ and sin θ cos θ vanish, and those of cos²θ and sin²θ are 1/2. Therefore

⟨vi⟩ = 0, ⟨vxvy⟩ = 0, ⟨vi²⟩ = E/mi.

The last relation says that each direction carries half of the kinetic energy on average: mi⟨vi²⟩/2 = E/2. A light axis has a large mean square velocity for this reason.

### (b) The lifetime of a momentum state

**Question.** The impurities have the potential V(r) = u Σj δ(r − Rj) and density ni. Find the rate at which an electron leaves the state k, to lowest order in u.

**Solution.** Between normalised plane waves exp(ik·r)/√A the matrix element is

⟨k′|V|k⟩ = (u/A) Σj exp(i(k − k′)·Rj).

Its squared modulus is a double sum over impurities. The terms with equal indices give niA in total. In the other terms the positions are independent, and each phase factor averages to zero over the area when k′ ≠ k. So

average of |⟨k′|V|k⟩|² = (u²/A²)(niA) = W0/A, W0 = niu².

The directions of k and k′ have dropped out. Any other kind of disorder with a mean squared element W0/A has the same transport theory at this order.

The golden rule gives the rate from k to k′,

P(k,k′) = (2π/ħ)(W0/A) δ(E(k) − E(k′)).

Summing over final states, with Σk′ = A∫d²k′/(2π)², gives

1/τ = Σk′ P(k,k′) = 2πW0N0/ħ = mdW0/ħ³.

Electrons on the light and heavy axes have different speeds but leave their states at the same rate. A point impurity treats all final states alike, and the number of final states depends on the energy alone. In this parabolic band the rate does not even depend on energy.

### (c) The response to a field

**Question.** Set up the linearised Boltzmann equation for a field F and solve it, keeping the electrons that are scattered into k as well as those scattered out.

**Solution.** The force is −eF, so ħ dk/dt = −eF. In a steady state the drift of the occupation f(k) balances the collisions:

−(e/ħ) F·∂f/∂k = Σk′ P(k,k′)[f(k′) − f(k)].

The exclusion principle is already included. The gain contains f(k′)[1 − f(k)] and the loss f(k)[1 − f(k′)]. Since P is symmetric in k and k′, the products f(k)f(k′) cancel.

Write f = f0(E) + δf, with f0 the Fermi function and f0′ = df0/dE, which is negative. On the left, to first order in F, ∂f0/∂k = ħv f0′. On the right, f0 cancels because k and k′ have equal energy. With the form

δf(k) = e f0′ Σi Fi λi(k),

the common factor e f0′Fi divides out, since f0′ is the same at k and k′. The remaining equation is

vi(k) = Σk′ P(k,k′)[λi(k) − λi(k′)].

The vector λ is a length, the transport mean free path of the state k. The term with λi(k′) is the in-scattering. It is the Boltzmann counterpart of a vertex correction.

For the constant W0 of part (b), the sum over k′ becomes a contour average:

vi = (λi − ⟨λi⟩)/τ.

Hence λi = τvi + ci, where ci may depend on energy. Averaging the equation gives 0 = 0, so ci is not fixed by it. This freedom expresses the conservation of particles at each energy: adding the same occupation to every state of a contour is undisturbed by elastic collisions. It carries no current because ⟨vi⟩ = 0. We choose ci = 0 and have

λi = τvi, ⟨λi⟩ = 0.

In-scattering has dropped out, since a scattered electron is equally likely to emerge in any state of the contour and its mean velocity is then zero. The time that governs the current is the lifetime of part (b).

The same argument applies without a field. The momentum of electrons prepared in one state k decays as exp(−t/τ), because scattered electrons contribute zero mean momentum. This was tested by solving the Schrödinger equation for waves in two random potentials uncorrelated from point to point. In units with ħ = 1, the masses were mx = 1 and my = 4 and the strength was W0 = 0.005, so that md = 2 and the predicted time is 1/(2 × 0.005) = 100. Two initial plane waves of equal energy, one along each axis, gave decay times of 101.4 along x and 101.6 along y. With so few samples the remaining difference of under 2% cannot be assigned to a cause.

### (d) The mobilities

**Question.** Calculate the conductivity tensor at any temperature. What is the ratio of the principal mobilities, and what changes if τ depends on energy?

**Solution.** The current density is −e times the sum of velocities over the occupied states. The equilibrium part gives nothing, so

Ji = −eg ∫d²k/(2π)² vi δf.

Inserting δf and using part (a),

σij = ge²N0 ∫₀^∞ dE (−f0′) ⟨viλj⟩.

With λj = τvj the average is τE/mi for i = j and zero otherwise. Thus

σii = (ge²N0/mi) ∫₀^∞ dE (−f0′) E τ.

For constant τ, integrate by parts. The boundary term −f0E vanishes at both ends, leaving

∫₀^∞ dE (−f0′)E = ∫₀^∞ dE f0 = n/(gN0),

where n is the electron density. Therefore

σii = ne²τ/mi, μi = σii/(ne) = eτ/mi,

and the ratio is

**μx/μy = my/mx.**

Suppose now that τ depends on energy. The integral containing τ(E) is the same for both axes, so the mass still leaves it as 1/mi. The mobilities become e⟨⟨τ⟩⟩/mi, with

⟨⟨τ⟩⟩ = ∫dE (−f0′)Eτ(E) / ∫dE (−f0′)E.

The ratio is unchanged at every temperature.

The anisotropy comes wholly from the velocities, but the separate mobilities depend on both masses through the lifetime. For fixed W0,

μx = eħ³/(W0 mx^{3/2} my^{1/2}).

Doubling my alone lowers μx by a factor √2, since there are more states to scatter into, and lowers μy by 2√2. If mx = my, the usual isotropic result returns.

For a field at angle α to the x axis, the mobility measured along the field is μx cos²α + μy sin²α, because the tensor is diagonal in x and y. The current is then in general not parallel to the field. In a long narrow bar cut at angle α, the direction of the current is fixed instead, and the mobility measured along the bar is 1/(cos²α/μx + sin²α/μy). If a sample has two equally filled valleys whose ellipses are turned by 90° from each other, with equal τ, their conductivities add to (ne²τ/2)(1/mx + 1/my) in both directions. The anisotropy of the whole layer disappears, although each valley obeys the ratio above.

### (e) Strong impurities

**Question.** The golden rule is of lowest order in u. Does repeated scattering by one strong impurity spoil the ratio?

**Solution.** Repeated scattering by an impurity at the origin is described by the T matrix, which obeys

T(k′,k) = u/A + (u/A) Σq T(q,k)/(E + i0 − E(q)).

The right side does not contain k′, so T does not depend on k′. The element T(q,k) can then be taken out of the sum. Writing T = t/A,

t = u + uJt, t(E) = u/(1 − uJ(E)),

J(E) = (1/A) Σq 1/(E + i0 − E(q)).

In two dimensions this sum grows logarithmically at large energy. A real impurity has a finite size, which supplies a cutoff energy Ec. For 0 < E < Ec,

J(E) = N0 ∫₀^{Ec} dε/(E + i0 − ε) = N0[ln(E/(Ec − E)) − iπ].

To first order in ni, the rate follows from replacing niu² by ni|t(E)|²:

1/τ(E) = 2πniN0|t(E)|²/ħ.

The lifetime now depends on energy but still not on direction. By part (d) the mobility ratio is unchanged. For very large |u| at fixed cutoff, t tends to −1/J, so the scattering stays finite.

### (f) Impurities of small finite range

**Question.** Replace W0 by W0 exp(−b²|k − k′|²), which describes a Gaussian impurity of range b. Find the change of the mobility ratio at zero temperature to first order in b².

**Solution.** Let a prime mark the second state on the contour, let double averages run over both states, and let τ be the lifetime at b = 0. The equation for λi is Cλi = vi, where

Cλ = (1/τ)⟨w(k,k′)[λ(k) − λ(k′)]⟩′, w ≈ 1 − b²|k − k′|².

Split C = C0 + C1 and λi = τvi + δλi, where C1 and δλi are of order b². The first-order terms give C0δλi = −τC1vi. Since C0 is symmetric under the contour average and C0(τvi) = vi,

⟨viδλi⟩ = ⟨τvi C0δλi⟩ = −τ²⟨viC1vi⟩.

Exchanging the two states and taking half the sum gives

⟨viC1vi⟩ = −(b²/2τ)⟨⟨|k − k′|²(vi − vi′)²⟩⟩.

Take i = x. The velocity is proportional to kx, so the relative change of σxx is

δσxx/σxx = (b²/2)⟨⟨|k − k′|²(kx − kx′)²⟩⟩/⟨kx²⟩.

Two averages are needed. With ⟨kx²⟩ = Kx²/2, ⟨kx⁴⟩ = 3Kx⁴/8 and ⟨kx²ky²⟩ = Kx²Ky²/8,

⟨⟨(kx − kx′)⁴⟩⟩ = 2⟨kx⁴⟩ + 6⟨kx²⟩² = 9Kx⁴/4,

⟨⟨(kx − kx′)²(ky − ky′)²⟩⟩ = 2⟨kx²ky²⟩ + 2⟨kx²⟩⟨ky²⟩ = 3Kx²Ky²/4.

Terms with an odd power of any component have dropped out. Therefore

δσxx/σxx = b²(9Kx² + 3Ky²)/4,

and σyy follows by exchanging Kx and Ky. The difference of the two relative changes is (6/4)b²(Kx² − Ky²), so

μy/μx = (mx/my)[1 − (3/2)b²(Kx² − Ky²)].

Both mobilities rise, as large changes of momentum have become rarer. The heavier axis has the larger K and gains more, so a small range reduces the anisotropy. The expansion requires bKx and bKy to be small.

## Second half: the quantum calculation and a germanium well

The first half treated masses mx, my with md = √(mxmy), density of states N0 = md/(2πħ²) per copy, and g copies. The contour averages are ⟨vi⟩ = 0 and ⟨vi²⟩ = E/mi. A mean squared matrix element W0/A gives 1/τ = mdW0/ħ³ and μi = eτ/mi. The largest wave numbers on the contour are Kx and Ky. A Gaussian range b multiplies μy/μx by 1 − (3/2)b²(Kx² − Ky²) to first order in b².

### (g) The ladder vertex

**Question.** In a quantum calculation, the two Green functions that carry the current can be joined by impurity lines. Keep diagrams in which these lines do not cross, and find the corrected velocity vertex.

**Solution.** In the non-crossing approximation the averaged retarded Green function and its self-energy are

G(k) = 1/(E − E(k) − Σ), Σ = W0 ∫d²k/(2π)² G(k).

The integral for Σ has no external momentum, so Σ depends on E alone. Its real part, which needs the cutoff of part (e), shifts the zero of energy. From here on E is measured from the shifted band edge. The imaginary part is written Im Σ = −γ, with γ > 0. For weak disorder Im G tends to −πδ(E − E(k)), which gives γ = πN0W0 = ħ/(2τ).

Let Ga and Gb each be the retarded function G or its complex conjugate. The sum of all ladder diagrams obeys

Λi(k) = vi(k) + W0 ∫d²k′/(2π)² Ga(k′)Gb(k′)Λi(k′).

Start with Λi = vi on the right. The first rung contains

∫d²k′/(2π)² Ga(k′)Gb(k′)vi(k′).

Both Green functions depend on k′ through E(k′), which is unchanged when k′ becomes −k′. The velocity changes sign. The integral is zero, and so is each further rung built on it. The ladder sum is therefore

Λi(k) = vi(k).

A direct momentum sum for mx = 1, my = 4 and γ/E = 0.30, on a grid not symmetric about k = 0, gave −4.6 × 10⁻⁶ for the x integral. That value is relative to the same integral with |vx| in place of vx.

One point needs care. The integral equation also allows Λi = vi + Ci, with Ci independent of k, provided that

Ci[1 − W0 ∫d²k/(2π)² GaGb] = 0.

For one retarded and one conjugate function the bracket vanishes. Indeed Im G = −γ|G|², and the imaginary part of the self-energy equation reads

−γ = −γW0 ∫d²k/(2π)² |G|².

The constant Ci is then free, just as ci was in part (c), and it again expresses particle conservation. Its contribution to the conductivity is proportional to the integral of vi|G|², which is zero. The current is thus unaffected by the choice.

Diagrams with crossed lines are not covered by this argument. They describe interference between different scattering paths, including weak localization, and they can connect the two velocities. The absence of a vertex correction is a statement about the ladder.

### (h) The conductivity with broadened levels

**Question.** Calculate the zero-temperature conductivity in the non-crossing approximation for any γ. Does the mobility ratio need long-lived states?

For point impurities the Boltzmann equation gives μi = eτ/mi, so that μx/μy = my/mx, and the ladder diagrams leave the velocity vertex unchanged. It remains to answer the question just posed about broadened levels, and then to apply the results to a germanium well and estimate what that example neglects.
